**Thermal angular spread of a rigid island: harmonic estimate and its limits**

For an orientational energy $E=\tfrac12\kappa A\theta^2$, the standard deviation of the angle is $\sigma=\sqrt{k_BT/(\kappa A)}$, where $\kappa$ is the stiffness per area, $A$ the island area and $T$ the temperature. With $\kappa=1$ eV rad⁻² nm⁻², $A=100$ nm² and $T=1000$ K, the output gives 1.68 degrees. The program asserts agreement between this formula and Boltzmann quadrature for six sets of stiffness, area and temperature. It also tests the periodic-well correction by quadrature and the quantum variance by diagonalization. The ratio of registry to shear energy is evaluated for a sample wave, which checks only the arithmetic. Explicit sums over a rotated triangular lattice test the disc average, its curvature and the growth of the total stiffness as the square of the area. In that lattice-locking model, the same total stiffness at 100 nm² gives a spread of 17.2 degrees, while a well 20 $k_BT$ deep gives about 0.2 degrees. The 1.7-degree estimate therefore requires an energy that stays harmonic over several degrees, as well as thermal equilibrium, which the program assumes and does not test.

## Check in Python

```python
"""Thermal angular spread of a rigid island on an oxide.

Result under test: for E(theta) = (1/2) kappa A theta^2 the standard deviation
of the angle is sigma = sqrt(kB T / (kappa A)).
kappa: registry stiffness per area, eV/(rad^2 nm^2); A: island area, nm^2;
T: temperature, K; K = kappa A: total stiffness, eV/rad^2.
Also tested: corrections for a periodic angle, quantum libration and elastic
shear, and a contrasting model in which a rigid disc locks to a matching lattice
with total depth D (eV), reciprocal vector G (1/nm) and disc radius R (nm).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.special import j1

KB = const.k / const.e                      # eV/K
HBAR = const.hbar / const.e                 # eV s


def spread(kappa, area, temperature):
    return np.sqrt(KB * temperature / (kappa * area))


def boltzmann_average(values, energy, thermal_energy):
    """Average on a uniform grid; end-point weights are halved."""
    weight = np.exp(-(energy - energy.min()) / thermal_energy)
    weight[0] *= 0.5
    weight[-1] *= 0.5
    return np.sum(weight * values) / np.sum(weight)


kappa, area, temperature = 1.0, 100.0, 1000.0
kT = KB * temperature
K = kappa * area
sigma = spread(kappa, area, temperature)
sigma_deg = np.degrees(sigma)
theta = np.linspace(-np.pi / 6, np.pi / 6, 6001)

# Harmonic well: direct Boltzmann quadrature over one sixty-degree sector
for kap, ar, temp in [(1, 100, 1000), (0.5, 100, 1000), (2, 100, 1000),
                      (1, 50, 1000), (1, 400, 1000), (1, 100, 800)]:
    energy = 0.5 * kap * ar * theta**2
    rms = np.sqrt(boltzmann_average(theta**2, energy, KB * temp))
    assert abs(rms / spread(kap, ar, temp) - 1) < 1e-6
harmonic = 0.5 * K * theta**2
mean_energy = boltzmann_average(harmonic, harmonic, kT)
assert abs(mean_energy / (kT / 2) - 1) < 1e-6
assert round(sigma_deg, 1) == 1.7
fwhm = 2 * np.sqrt(2 * np.log(2)) * sigma
assert abs(np.exp(-0.5 * K * (fwhm / 2)**2 / kT) - 0.5) < 1e-12
other_rms = np.sqrt(boltzmann_average(theta**2, K * theta**2, kT))
assert abs(other_rms * np.sqrt(2) / sigma - 1) < 1e-6

# Sixfold periodic well with the same curvature
n_fold = 6
periodic = K / n_fold**2 * (1 - np.cos(n_fold * theta))
periodic_var = boltzmann_average(theta**2, periodic, kT)
small = n_fold**2 * sigma**2
# The omitted terms are of second order in this small parameter.
assert abs(periodic_var / sigma**2 - (1 + small / 2)) < 2 * small**2
barrier = periodic.max() - periodic.min()
assert abs(barrier / (2 * K / n_fold**2) - 1) < 1e-9

# Quantum variance: diagonalize an oscillator with hbar = mass = omega = 1
x = np.linspace(-10, 10, 801)
step = x[1] - x[0]
levels, states = eigh_tridiagonal(1 / step**2 + x**2 / 2,
                                  np.full(x.size - 1, -0.5 / step**2))
for y_test in (0.5, 1.5):
    population = np.exp(-y_test * (levels - levels[0]))
    population /= population.sum()
    variance = np.sum(population * (x**2 @ states**2))
    ratio = variance * y_test               # classical variance is 1/y_test
    formula = y_test / 2 / np.tanh(y_test / 2)
    assert abs(ratio / formula - 1) < 1e-3
    if y_test == 0.5:
        assert abs((ratio - 1) / (y_test**2 / 12) - 1) < 0.03

# Explicit triangular island; a is a rough film period
a = 0.32
cell_area = np.sqrt(3) / 2 * a**2
radius = np.sqrt(area / np.pi)


def disc_atoms(disc_radius):
    m, n = np.meshgrid(np.arange(-50, 51), np.arange(-50, 51))
    px = a * (m + n / 2).ravel()
    py = a * np.sqrt(3) / 2 * n.ravel()
    keep = px**2 + py**2 <= disc_radius**2
    return px[keep], py[keep]


G = 4 * np.pi / (np.sqrt(3) * a)


def registry(angles, atoms):
    """Mean corrugation of rotated atoms, equal to one when aligned."""
    px, py = atoms
    angles = np.atleast_1d(angles)
    total = np.zeros(angles.size)
    for direction in np.radians([30, 90, 150]):
        gx, gy = G * np.cos(direction), G * np.sin(direction)
        phase = (np.outer(np.cos(angles), gx * px + gy * py)
                 + np.outer(np.sin(angles), gy * px - gx * py))
        total += np.cos(phase).mean(axis=1) / 3
    return total


atoms = disc_atoms(radius)
cell_mass = (95.95 + 2 * 32.06) * const.atomic_mass     # MoS2 unit, kg
island_mass = cell_mass * area / cell_area
inertia = island_mass * area * 1e-18 / (2 * np.pi)
inertia_sum = cell_mass * np.sum(atoms[0]**2 + atoms[1]**2) * 1e-18
# A lattice disc has a ragged rim, which shifts these sums by a few percent.
assert abs(inertia_sum / inertia - 1) < 0.04
omega = np.sqrt(K * const.e / inertia)
y = HBAR * omega / kT
quantum_correction = y**2 / 12

# Lattice sum against the continuum disc average
test_angles = np.radians(np.linspace(0.1, 4, 40))
argument = G * radius * test_angles
profile_error = np.max(np.abs(registry(test_angles, atoms)
                              - 2 * j1(argument) / argument))
assert profile_error < 0.02
h = 1e-4
curvature = 2 * (1 - registry(h, atoms)[0]) / h**2
assert abs(curvature / (G**2 * radius**2 / 4) - 1) < 0.03
large_atoms = disc_atoms(np.sqrt(2) * radius)
large_curvature = 2 * (1 - registry(h, large_atoms)[0]) / h**2
stiffness_ratio = (large_curvature * large_atoms[0].size
                   / (curvature * atoms[0].size))
assert abs(stiffness_ratio / 4 - 1) < 0.05

# Thermal spread in the lattice-locking model
landscape = registry(theta, atoms)
depth_same = 4 * K / (G * radius)**2
rms_same = np.sqrt(boltzmann_average(theta**2, -depth_same * landscape, kT))
assert depth_same < kT and rms_same > 5 * sigma
depth_deep = 20 * kT
sigma_deep = 2 / (G * radius) * np.sqrt(kT / depth_deep)
rms_deep = np.sqrt(boltzmann_average(theta**2, -depth_deep * landscape, kT))
# Anharmonicity is of order kT/depth; the ragged rim adds a few percent.
assert abs(rms_deep / sigma_deep - 1) < 0.06

# Registry energy relative to shear energy for a transverse wave
shear_modulus = 50.0                        # N/m, rough value
mu = shear_modulus * 1e-18 / const.e        # eV/nm^2
position = np.linspace(0, 10, 2001)
displacement = 0.01 * np.sin(2 * np.pi * position / 10)
slope = np.gradient(displacement, position)
strain_xy, rotation = slope / 2, slope / 2
shear_energy = np.sum(2 * mu * strain_xy**2)
registry_energy = np.sum(0.5 * kappa * rotation**2)
elastic_ratio = kappa / (4 * mu)
assert abs(registry_energy / shear_energy / elastic_ratio - 1) < 1e-9

print(f"stiffness per area: {kappa:.1f} eV/(rad^2 nm^2)")
print(f"island area: {area:.0f} nm^2")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"total stiffness K: {K:.0f} eV/rad^2")
print(f"angular variance: {sigma**2:.4e} rad^2")
print(f"angular spread sigma: {sigma:.5f} rad")
print(f"angular spread sigma: {sigma_deg:.3f} degrees")
print(f"mean registry energy, quadrature: {mean_energy:.5f} eV")
print(f"full width at half maximum: {np.degrees(fwhm):.2f} degrees")
print(f"spread if E = kappa A theta^2: {np.degrees(other_rms):.2f} degrees")
for kap in (0.5, 2.0):
    value = np.degrees(spread(kap, area, temperature))
    print(f"spread for stiffness {kap:.1f} eV/(rad^2 nm^2): {value:.2f} degrees")
for ar in (50, 400):
    value = np.degrees(spread(kappa, ar, temperature))
    print(f"spread for area {ar} nm^2: {value:.2f} degrees")
value = np.degrees(spread(kappa, area, 800))
print(f"spread at 800 K: {value:.2f} degrees")
print(f"sixfold well barrier: {barrier:.2f} eV")
print(f"sixfold barrier over kT: {barrier / kT:.1f}")
print(f"sixfold well spread: {np.degrees(np.sqrt(periodic_var)):.3f} degrees")
change = 100 * (np.sqrt(periodic_var) / sigma - 1)
print(f"sixfold change of spread: {change:.2f} percent")
print(f"island mass: {island_mass:.2e} kg")
print(f"moment of inertia: {inertia:.2e} kg m^2")
print(f"libration angular frequency: {omega:.2e} rad/s")
print(f"libration quantum: {HBAR * omega:.2e} eV")
print(f"relative quantum correction to variance: {quantum_correction:.1e}")
print(f"rough film shear modulus: {shear_modulus:.0f} N/m = {mu:.0f} eV/nm^2")
print(f"registry energy over shear energy: {elastic_ratio:.1e}")
print(f"disc radius: {radius:.2f} nm")
print(f"rough film period: {a:.2f} nm")
print(f"rim displacement at one sigma: {radius * sigma:.3f} nm")
print(f"rim displacement over period: {radius * sigma / a:.2f}")
print(f"lattice reciprocal vector G: {G:.2f} 1/nm")
print(f"atoms in lattice-sum disc: {atoms[0].size}")
print(f"largest disc-average error: {profile_error:.4f}")
print(f"lock-in stiffness ratio, doubled area: {stiffness_ratio:.2f}")
print(f"lock-in depth at same K: {depth_same:.4f} eV")
print(f"lock-in depth at same K over kT: {depth_same / kT:.2f}")
print(f"lock-in spread at same K: {np.degrees(rms_same):.1f} degrees")
print(f"deep lock-in depth, 20 kT: {depth_deep:.2f} eV")
print(f"deep lock-in spread, formula: {np.degrees(sigma_deep):.3f} degrees")
print(f"deep lock-in spread, atom sum: {np.degrees(rms_deep):.3f} degrees")
print("no test failed")
```

Output:

```
stiffness per area: 1.0 eV/(rad^2 nm^2)
island area: 100 nm^2
temperature: 1000 K
thermal energy kT: 0.08617 eV
total stiffness K: 100 eV/rad^2
angular variance: 8.6173e-04 rad^2
angular spread sigma: 0.02936 rad
angular spread sigma: 1.682 degrees
mean registry energy, quadrature: 0.04309 eV
full width at half maximum: 3.96 degrees
spread if E = kappa A theta^2: 1.19 degrees
spread for stiffness 0.5 eV/(rad^2 nm^2): 2.38 degrees
spread for stiffness 2.0 eV/(rad^2 nm^2): 1.19 degrees
spread for area 50 nm^2: 2.38 degrees
spread for area 400 nm^2: 0.84 degrees
spread at 800 K: 1.50 degrees
sixfold well barrier: 5.56 eV
sixfold barrier over kT: 64.5
sixfold well spread: 1.695 degrees
sixfold change of spread: 0.80 percent
island mass: 3.00e-22 kg
moment of inertia: 4.77e-39 kg m^2
libration angular frequency: 5.80e+10 rad/s
libration quantum: 3.81e-05 eV
relative quantum correction to variance: 1.6e-08
rough film shear modulus: 50 N/m = 312 eV/nm^2
registry energy over shear energy: 8.0e-04
disc radius: 5.64 nm
rough film period: 0.32 nm
rim displacement at one sigma: 0.166 nm
rim displacement over period: 0.52
lattice reciprocal vector G: 22.67 1/nm
atoms in lattice-sum disc: 1135
largest disc-average error: 0.0058
lock-in stiffness ratio, doubled area: 3.91
lock-in depth at same K: 0.0244 eV
lock-in depth at same K over kT: 0.28
lock-in spread at same K: 17.2 degrees
deep lock-in depth, 20 kT: 1.72 eV
deep lock-in spread, formula: 0.200 degrees
deep lock-in spread, atom sum: 0.205 degrees
no test failed
```
